\section*{Linear growth of correlation energy in beryllium-like ions}

\section{Result}

Consider a four-electron ion with nuclear charge $Ze$, a fixed point nucleus and no relativistic effects. Let $E_{\rm HF}$ be the Hartree--Fock energy of the closed-shell configuration $1s^22s^2$ with spherical orbitals, and let $E$ be the ground-state energy. For large $Z$,
\begin{equation}
E-E_{\rm HF}=-0.011727\,Z\,E_h+O(Z^0),
\label{result}
\end{equation}
where
\begin{equation}
E_h=\frac{e^2}{4\pi\varepsilon_0a_0}=\frac{\hbar^2}{ma_0^2},
\qquad a_0=\frac{4\pi\varepsilon_0\hbar^2}{me^2}.
\end{equation}
The slope is $-5.1126\times10^{-20}$ J per unit of $Z$. It comes from the mixing of $1s^22s^2$ with $1s^22p^2\,{}^1S$, two configurations that are degenerate when the electron repulsion is neglected. The set of configurations with the same principal quantum numbers and the same symmetry is called Layzer's complex. Here it has two members, and the slope follows from a $2\times2$ matrix.

\section{Scaling and the first-order energy}

The Hamiltonian is
\begin{equation}
H=\sum_{i=1}^4\left[-\frac{\hbar^2}{2m}\nabla_i^2-\frac{Ze^2}{4\pi\varepsilon_0r_i}\right]+\sum_{i<j}\frac{e^2}{4\pi\varepsilon_0r_{ij}} .
\end{equation}
Put $\mathbf r=a_0\boldsymbol\rho/Z$. The kinetic energy gains a factor $Z^2/a_0^2$ and each inverse distance a factor $Z/a_0$. The nuclear attraction already contains one $Z$, so it scales as $Z^2$, but the repulsion scales as $Z$:
\begin{equation}
H=E_hZ^2(H_0+\lambda V),\qquad \lambda=\frac1Z,
\end{equation}
\begin{equation}
H_0=\sum_i\left(-\tfrac12\nabla_{\rho_i}^2-\frac1{\rho_i}\right),\qquad V=\sum_{i<j}\frac1{\rho_{ij}} .
\end{equation}
A hydrogen orbital has energy $-1/(2n^2)$ in $H_0$. The lowest level allowed by the Pauli principle has two electrons in $1s$ and two in the $n=2$ shell, so $\varepsilon_0=2(-\frac12)+2(-\frac18)=-\frac54$. This level is degenerate, because $2s$ and $2p$ have equal energy.

Let $P$ be the space of this level and $v$ the lowest eigenvalue of $V$ within $P$. The eigenvector of $v$, used as a trial function, gives the upper bound $\varepsilon_0+\lambda v$ for the lowest eigenvalue of $H_0+\lambda V$. For a lower bound, write any normalised state as $\sqrt{1-\eta^2}\,\Phi+\eta\chi$, with $\Phi$ in $P$, $\chi$ orthogonal to $P$ and $0\le\eta\le1$. Outside $P$, $H_0$ is at least $\varepsilon_0+g$; the cheapest excitation takes one electron from $n=2$ to $n=3$, so $g=\frac18-\frac1{18}=\frac5{72}$. Let $b$ be the largest norm of the function $V\Phi$ as $\Phi$ runs over the normalised states of $P$. It is finite, since $1/\rho_{12}^2$ is integrable in three dimensions. $H_0$ does not couple $\Phi$ to $\chi$, and $V$ is positive, so its expectation value in $\chi$ may be dropped from a lower bound:
\begin{align}
\langle H_0+\lambda V\rangle
&\ge\varepsilon_0+g\eta^2+\lambda\left[(1-\eta^2)v-2\eta b\right]\nonumber\\
&=\varepsilon_0+\lambda v-2\lambda b\eta+(g-\lambda v)\eta^2\nonumber\\
&\ge\varepsilon_0+\lambda v-\frac{\lambda^2b^2}{g-\lambda v}.
\label{bound}
\end{align}
The last line is the minimum over $\eta$ and needs $\lambda v<g$. With the value of $v$ found below, this holds for $Z\ge23$. The two bounds differ by a term of order $\lambda^2$. Multiplication by $E_hZ^2$ gives
\begin{equation}
E=E_h\left[Z^2\varepsilon_0+Z\varepsilon_1+O(Z^0)\right],\qquad \varepsilon_1=v .
\label{expansion}
\end{equation}
The first-order coefficient is therefore the lowest eigenvalue of the repulsion inside the degenerate level.

\section{The Hartree--Fock reference}

The same argument applies to the restricted Hartree--Fock energy. Its trial functions are determinants with two doubly occupied $s$ orbitals. They lie in the space of four-electron functions built from $s$ orbitals alone. In that space the lowest level of $H_0$ is not degenerate: it is the hydrogenic determinant $1s^22s^2$. The lower bound (\ref{bound}) holds with $v$ replaced by
\begin{equation}
A=\langle1s^22s^2|V|1s^22s^2\rangle ,
\end{equation}
and the upper bound holds because the hydrogenic determinant is itself an allowed trial function. Hence
\begin{equation}
E_{\rm HF}=E_h\left[Z^2\varepsilon_0+ZA+O(Z^0)\right].
\label{hf}
\end{equation}
Relaxation of the orbitals enters at order $Z^0$. Subtraction of (\ref{hf}) from (\ref{expansion}) gives the slope $\varepsilon_1-A$. The argument also shows that correlation among $s$ orbitals alone has no term linear in $Z$.

\section{The two states of the complex}

$V$ conserves total orbital angular momentum, total spin and parity. Above the filled $1s$ shell, $2s2p$ is odd, while $2s^2$ and $2p^2$ are even. A spin singlet has a symmetric spatial function. From two $p$ electrons one can form the symmetric products of $x,y,z$ for electron 1 with $x,y,z$ for electron 2, and the one rotational scalar among them is $x_1x_2+y_1y_2+z_1z_2$. There are thus two even $^1S$ states:
\begin{equation}
|s\rangle=|1s^22s^2\rangle,\qquad
|p\rangle=\frac1{\sqrt3}\left(|1s^2x^2\rangle+|1s^2y^2\rangle+|1s^2z^2\rangle\right),
\end{equation}
where $x,y,z$ stand for the real $2p$ orbitals and $x^2$ means double occupation.

For real orbitals define
\begin{equation}
J_{ab}=\iint\frac{a(1)^2b(2)^2}{\rho_{12}}\,d1\,d2,\qquad
K_{ab}=\iint\frac{a(1)b(1)a(2)b(2)}{\rho_{12}}\,d1\,d2 .
\end{equation}
In $1s^2a^2$ there are six electron pairs. The $1s$ pair gives $J_{1s,1s}$ and the outer pair gives $J_{aa}$. The other four pairs each give $J_{1s,a}$, and the two with parallel spins also give $-K_{1s,a}$. Therefore
\begin{equation}
\langle1s^2a^2|V|1s^2a^2\rangle=J_{1s,1s}+4J_{1s,a}-2K_{1s,a}+J_{aa}.
\label{diag}
\end{equation}
The determinants $1s^2a^2$ and $1s^2b^2$ with $a\ne b$ differ in two spin orbitals, so only the repulsion of the outer pair connects them. The exchanged term vanishes by spin orthogonality, which leaves
\begin{equation}
\langle1s^2a^2|V|1s^2b^2\rangle=\iint\frac{a(1)a(2)b(1)b(2)}{\rho_{12}}\,d1\,d2=K_{ab}.
\label{off}
\end{equation}

\section{Angular integration}

Let $\mathbf n$ be the unit vector along $\boldsymbol\rho$. Use
\begin{equation}
\frac1{\rho_{12}}=\sum_{k=0}^\infty\frac{\rho_<^k}{\rho_>^{k+1}}P_k(\mathbf n_1\cdot\mathbf n_2),
\qquad
\int P_k(\mathbf n_1\cdot\mathbf n_2)Y(\mathbf n_2)\,d\Omega_2=\frac{4\pi}{2k+1}Y(\mathbf n_1),
\end{equation}
the second relation for a harmonic $Y$ of degree $k$; for other degrees the integral is zero. An $s$ orbital is $R/\sqrt{4\pi}$ and the $x$ orbital is $\sqrt{3/4\pi}\,n_xR_{2p}$. The radial integrals are
\begin{equation}
F^k(a,b)=\int_0^\infty\!\!\int_0^\infty R_a(r)^2R_b(s)^2\frac{r_<^k}{r_>^{k+1}}r^2s^2\,dr\,ds ,
\end{equation}
where $r_<$ and $r_>$ are the smaller and larger of $r$ and $s$. $G^k(a,b)$ has $R_aR_b$ at both radii in place of the two squares.

A spherical density selects $k=0$, so $J=F^0$ whenever one orbital is $s$, and $K_{1s,2s}=G^0(1s,2s)$. The product of an $s$ and an $x$ orbital has angular part $\sqrt3\,n_x/4\pi$, which selects $k=1$:
\begin{equation}
K_{s,x}=\frac3{16\pi^2}\,\frac{4\pi}3\int n_x^2\,d\Omega\;G^1=\frac3{16\pi^2}\left(\frac{4\pi}3\right)^2G^1=\frac13G^1 .
\end{equation}
The square of $x$ has angular part $[1+(3n_x^2-1)]/4\pi$, with parts of degree 0 and 2. Since $\int(3n_x^2-1)^2d\Omega=4\pi(\frac95-2+1)=\frac{16\pi}5$,
\begin{equation}
J_{xx}=F^0+\frac1{16\pi^2}\,\frac{4\pi}5\,\frac{16\pi}5F^2=F^0+\frac4{25}F^2 .
\end{equation}
The product $xy$ has angular part $3n_xn_y/4\pi$, of degree 2, and $\int n_x^2n_y^2d\Omega=4\pi/15$, so
\begin{equation}
K_{xy}=\frac9{16\pi^2}\,\frac{4\pi}5\,\frac{4\pi}{15}F^2=\frac3{25}F^2 .
\end{equation}
In $|p\rangle$ the outer pair contributes three diagonal and six off-diagonal terms, each with weight $\frac13$:
\begin{equation}
\tfrac13(3J_{xx}+6K_{xy})=F^0+\tfrac4{25}F^2+\tfrac6{25}F^2=F^0+\tfrac25F^2 .
\end{equation}
The coupling of $|s\rangle$ to $|p\rangle$ is $3K_{2s,x}/\sqrt3=G^1(2s,2p)/\sqrt3$. With (\ref{diag}) and (\ref{off}), the matrix elements are
\begin{align}
A&=F^0(1s,1s)+4F^0(1s,2s)-2G^0(1s,2s)+F^0(2s,2s),\\
B&=F^0(1s,1s)+4F^0(1s,2p)-\tfrac23G^1(1s,2p)\nonumber\\
&\quad+F^0(2p,2p)+\tfrac25F^2(2p,2p),\\
C&=G^1(2s,2p)/\sqrt3 ,
\end{align}
with $B=\langle p|V|p\rangle$ and $C=\langle s|V|p\rangle$.

\section{Radial integrals}

The radial functions are
\begin{equation}
R_{1s}=2e^{-r},\quad R_{2s}=\frac{(2-r)e^{-r/2}}{2\sqrt2},\quad R_{2p}=\frac{re^{-r/2}}{2\sqrt6}.
\end{equation}
Repeated use is made of $\int_0^\infty r^ne^{-cr}dr=n!/c^{n+1}$.

\subsection{Direct integrals with the core}

The potential of one $1s$ electron at radius $r$ is
\begin{align}
u(r)&=\frac1r\int_0^r4s^2e^{-2s}ds+\int_r^\infty4se^{-2s}ds\nonumber\\
&=\frac{1-e^{-2r}(1+2r+2r^2)}r+e^{-2r}(1+2r)
=\frac1r-e^{-2r}\left(1+\frac1r\right).
\end{align}
Thus $F^0(1s,b)=\int R_b^2\,[\,r-e^{-2r}(r+r^2)]\,dr$, and
\begin{align}
F^0(1s,1s)&=4\cdot\tfrac14-4\left(\tfrac1{16}+\tfrac2{64}\right)=\tfrac58,\\
F^0(1s,2s)&=\tfrac18(4-8+6)-\tfrac18\int_0^\infty(4r-3r^3+r^4)e^{-3r}dr\nonumber\\
&=\tfrac14-\tfrac18\left(\tfrac49-\tfrac29+\tfrac8{81}\right)=\tfrac{17}{81},\\
F^0(1s,2p)&=\tfrac6{24}-\tfrac1{24}\left(\tfrac6{81}+\tfrac{24}{243}\right)=\tfrac{59}{243}.
\end{align}
In the second integral, $(2-r)^2(r+r^2)=4r-3r^3+r^4$.

\subsection{Exchange integrals with the core}

When the same radial product $D$ stands at both radii, the regions $s<r$ and $s>r$ contribute equally, so the integral is
\begin{equation}
2\int_0^\infty ds\,s^{2+k}D(s)\int_s^\infty dr\,r^{1-k}D(r).
\label{twice}
\end{equation}
For $G^0(1s,2s)$, $D=(2-r)e^{-3r/2}/\sqrt2$. It is easier to do the integral over the smaller radius first, because differentiation confirms that $\int_0^rs^2(2-s)e^{-3s/2}ds=\frac23r^3e^{-3r/2}$. Then
\begin{equation}
G^0(1s,2s)=\frac23\int_0^\infty(2r^4-r^5)e^{-3r}dr=\frac23\left(\frac{48}{243}-\frac{120}{729}\right)=\frac{16}{729}.
\end{equation}
For $G^1(1s,2p)$, $D=re^{-3r/2}/\sqrt6$, and $\int_s^\infty re^{-3r/2}dr=e^{-3s/2}(\frac23s+\frac49)$:
\begin{equation}
G^1(1s,2p)=\frac13\left(\frac23\cdot\frac{120}{729}+\frac49\cdot\frac{24}{243}\right)=\frac{112}{2187}.
\end{equation}

\subsection{Integrals within the outer shell}

Here $D$ is a polynomial times $e^{-r}$. For a polynomial $q$, integration by parts gives $\int_s^\infty q(r)e^{-r}dr=e^{-s}(q+q'+q''+\dots)$ evaluated at $s$. With (\ref{twice}),
\begin{align}
F^0(2s,2s)&=\tfrac1{32}\int_0^\infty(4s^2-4s^3+s^4)(s^3-s^2+2s+2)e^{-2s}ds\nonumber\\
&=\tfrac1{32}\int_0^\infty(s^7-5s^6+10s^5-10s^4+8s^2)e^{-2s}ds\nonumber\\
&=\tfrac1{32}\cdot\tfrac{77}{16}=\tfrac{77}{512},\\
F^0(2p,2p)&=\tfrac1{288}\int_0^\infty s^4(s^3+3s^2+6s+6)e^{-2s}ds
=\tfrac1{288}\cdot\tfrac{837}{16}=\tfrac{93}{512},\\
F^2(2p,2p)&=\tfrac1{288}\int_0^\infty s^6(s+1)e^{-2s}ds=\tfrac1{288}\cdot\tfrac{405}{16}=\tfrac{45}{512}.
\end{align}
For the coupling, $D=(2r-r^2)e^{-r}/(8\sqrt3)$ and the inner integral of $(2r-r^2)e^{-r}$ is $-s^2e^{-s}$:
\begin{equation}
G^1(2s,2p)=\tfrac1{96}\int_0^\infty(s^7-2s^6)e^{-2s}ds=\tfrac1{96}\cdot\tfrac{135}{16}=\tfrac{45}{512}.
\end{equation}

\section{Diagonalisation}

The three matrix elements are
\begin{align}
A&=\tfrac58+\tfrac{68}{81}-\tfrac{32}{729}+\tfrac{77}{512}=\tfrac{586373}{373248}=1.571001,\\
B&=\tfrac58+\tfrac{236}{243}-\tfrac{224}{6561}+\tfrac{93}{512}+\tfrac{18}{512}=\tfrac{5975567}{3359232}=1.778849,\\
C&=\tfrac{45}{512\sqrt3}=0.050744 .
\end{align}
The eigenvalues satisfy $(A-\varepsilon)(B-\varepsilon)=C^2$. The lower one is
\begin{align}
\varepsilon_1&=\frac{A+B}2-\sqrt{\left(\frac{B-A}2\right)^2+C^2}\nonumber\\
&=1.674925-\sqrt{0.103924^2+0.050744^2}\nonumber\\
&=1.674925-0.115651=1.559274 .
\end{align}
The slope of the correlation energy in units of $E_h$ is
\begin{equation}
\varepsilon_1-A=\frac{B-A}2-\sqrt{\left(\frac{B-A}2\right)^2+C^2}=0.103924-0.115651=-0.011727,
\end{equation}
which is (\ref{result}). At $Z=10$ the linear term is $-0.11727\,E_h$.

It remains to see that this root is the lowest in the whole degenerate level. With spin projection zero, one spin-up and one spin-down electron are each placed in one of the four $n=2$ orbitals, which gives 16 determinants. Every spin multiplet has a member among them. Numerical diagonalisation of $V$ in this set gives 1.559274 as the lowest eigenvalue and 1.624144 as the next, so $v=\varepsilon_1$.

\subsection{The mixed state}

Write the lower state as $\cos\theta\,|s\rangle-\sin\theta\,|p\rangle$. Its expectation value of $V$ is
\begin{equation}
\frac{A+B}2-\frac{B-A}2\cos2\theta-C\sin2\theta ,
\end{equation}
which is smallest at $\tan2\theta=2C/(B-A)$ with $0<2\theta<\pi/2$. The weight of $2p^2$ is
\begin{equation}
\sin^2\theta=\frac{1-\cos2\theta}2=\frac12\left(1-\frac{0.103924}{0.115651}\right)=0.0507 .
\end{equation}
At leading order this weight does not depend on $Z$. The spatial function of the outer pair is
\begin{equation}
\frac1{4\pi}\left[\cos\theta\,R_{2s}(\rho_1)R_{2s}(\rho_2)-\sqrt3\sin\theta\,R_{2p}(\rho_1)R_{2p}(\rho_2)\,\mathbf n_1\cdot\mathbf n_2\right].
\end{equation}
When both electrons are outside the $2s$ node at $\rho=2$, the first product is positive. The second term then raises the amplitude for electrons on opposite sides of the nucleus and lowers it for electrons on the same side. This is angular correlation.

\subsection{Why the growth is linear}

If $C$ were much smaller than $B-A$, expansion of the square root would give the slope $-C^2/(B-A)$. In energies this is a squared coupling $(ZC)^2$ divided by a gap $Z(B-A)$, hence linear in $Z$. For an excitation out of the degenerate level the gap grows as $Z^2$, and the same quotient is of order $Z^0$. With the present numbers the estimate is $-0.012388$, about 6\% larger in magnitude than the diagonalised value. In the opposite limit $B=A$ the slope would be $-C$.

\section{Approach to the limit}

The remainder of order $Z^0$ can be seen in a small model calculation. In the scaled coordinate the basis has the $s$ functions $e^{-\rho}$, $\rho e^{-\rho}$, $e^{-\rho/2}$, $\rho e^{-\rho/2}$ and, for each axis, the $p$ functions $\rho n_xe^{-\rho/2}$ and $\rho n_xe^{-\rho}$. It contains the hydrogenic $1s$, $2s$ and $2p$ orbitals. The Coulomb integrals were found by quadrature in momentum space. The Hartree--Fock equations were solved by iteration, and $E$ was taken as the lowest eigenvalue over all four-electron determinants of the basis (full configuration interaction). The table gives $(E-E_{\rm HF})/Z$ in $E_h$.

\begin{center}
\begin{tabular}{rcc}
$Z$ & $s$ and $p$ orbitals & $s$ orbitals alone\\
10 & $-0.013551$ & $-0.001427$\\
50 & $-0.012074$ & $-0.000285$\\
200 & $-0.011814$ & $-0.000071$\\
400 & $-0.011770$ & $-0.000036$
\end{tabular}
\end{center}

If $f(Z)$ denotes an entry, $2f(400)-f(200)$ removes the part proportional to $1/Z$. From unrounded values it is $-0.011727$ for the first column and $0.000000$ for the second. Without $2p$ the linear term is absent.

The entries at finite $Z$ belong to this basis, which has no $d$ or higher orbitals and few radial functions, so they are not converged correlation energies. The limit is free of this defect, since it depends on $1s$, $2s$ and $2p$ alone. In this model at $Z=10$ the correlation energy is about 16\% larger in magnitude than the linear term. That figure is a property of the small basis and does not measure the $Z^0$ term of the ion. A coupled-cluster calculation in a larger Gaussian basis with $s$, $p$ and $d$ functions, itself not converged, moves the correlation energy at $Z=10$ from $-0.136\,E_h$ to about $-0.175\,E_h$, roughly 50\% larger in magnitude than the linear term.

\section{Where relativity ends the law}

The degeneracy of $2s$ with the whole $2p$ level belongs to the non-relativistic one-electron problem. In the Dirac problem the energy depends on $n$ and $j$ only, so $2s_{1/2}$ and $2p_{1/2}$ stay degenerate, while $2p_{3/2}$ is split off from them. With $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$, $\kappa=j+\frac12$ and $w=\alpha Z$, the Dirac energy of one electron, rest energy included, is
\begin{equation}
E_{n\kappa}=\frac{E_h}{\alpha^2}\left[1+\frac{w^2}{N^2}\right]^{-1/2},\qquad N=n-\kappa+\sqrt{\kappa^2-w^2}.
\end{equation}
For small $w$, $N\approx n-w^2/2\kappa$, so the bracket to the power $-\frac12$ is
\begin{equation}
1-\frac{w^2}{2n^2}-\frac{w^4}{2n^3\kappa}+\frac{3w^4}{8n^4}+O(w^6).
\end{equation}
The levels $2p_{3/2}$ and $2p_{1/2}$ have $\kappa=2$ and $\kappa=1$. Their separation is
\begin{equation}
\frac{E_h}{\alpha^2}\,\frac{w^4}{16}\left(1-\frac12\right)=\frac{\alpha^2Z^4}{32}E_h .
\end{equation}
It grows as $Z^4$, while the separation $Z(B-A)E_h$ of the unmixed configurations grows as $Z$. With the full Dirac energies, the ratio of the two is 0.0080 at $Z=10$ and 1.09 at $Z=50$. The state $|p\rangle$ has weight $\frac23$ on $2p_{3/2}^2$ and $\frac13$ on $2p_{1/2}^2$, so its mean energy is raised by $\frac43$ of the one-electron separation. At $Z=50$ this shift exceeds the splitting caused by repulsion, and the matrix used here no longer describes the mixing. Equation (\ref{result}) is thus the large-$Z$ law of the non-relativistic Hamiltonian. For real ions the linear term alone could stand for the correlation energy only where the $Z^0$ term is minor and the fine structure is weak at the same $Z$. The converged $Z^0$ term is not computed here, so no such range is established. Equation (\ref{result}) fixes the limiting slope in $Z$, not the value at a given $Z$.
